# Inductive Power Absorption at Fixed Coil Current: Penetrating and Thin-Skin Limits, part 2

A coil around a plasma cylinder of radius $R$ carries a radio-frequency current of fixed peak value $I$. How does the average absorbed power $P$ depend on the electron density $n$, treated as an independent variable?

The coil has $N$ turns per length $l$ and is treated as part of an infinitely long sheet of current; powers refer to the length $l$. An electrostatic shield removes its capacitive field, and displacement current is neglected. The density is taken as uniform. Assumption A4 is local response: the current at a point depends on the electric field there. It also holds the electron collision rate $\nu$ fixed as $n$ varies and neglects the oscillating magnetic force.

Amplitudes are peak values with time factor $e^{i\omega t}$. Equations are in SI form; the example uses centimetres. With $e$ the elementary charge, $m$ the electron mass and $\mu_0$ the vacuum permeability,
$$
H_0=\frac{NI}{l},\quad
\sigma_0=\frac{ne^2}{m\nu},\quad
\delta=\sqrt{\frac{2}{\omega\mu_0\sigma_0}},
$$
$$
x=\frac{R}{\delta},\quad q=\omega\mu_0\sigma_0R^2=2x^2,\quad
w=\frac{\omega}{\nu},\quad \sigma=\frac{\sigma_0}{1+iw}.
$$

At radius $r$ the magnetic field $H$ is axial, and the electric field $E$ and current density $J=\sigma E$ are azimuthal. The coil fixes $H(R)=H_0$. The field equation follows from Ampère's and Faraday's laws:
$$
-\frac{dH}{dr}=\sigma E,\qquad
\frac1r\frac{d}{dr}(rE)=-i\omega\mu_0H .
$$

For uniform density the full expression for the power is
$$
P=\pi lH_0^2\,\mathrm{Re}\left[\frac{F(\zeta)}{\sigma}\right],
\quad
F(\zeta)=\frac{\zeta I_1(\zeta)}{I_0(\zeta)},
\quad
\zeta^2=i\omega\mu_0\sigma R^2 ,
$$
where
$$
I_0(\zeta)=\sum_{k=0}^{\infty}\frac{(\zeta/2)^{2k}}{(k!)^2},
\qquad
I_1(\zeta)=\frac{dI_0}{d\zeta}=\sum_{k=0}^{\infty}
\frac{(\zeta/2)^{2k+1}}{k!\,(k+1)!}.
$$

In the resistive case, $w\to0$, $\sigma=\sigma_0$ and $\zeta^2=iq$. The theorem to be proved for this case states:

(a) When the fields penetrate, $R\ll\delta$,
$$
P=\frac{\pi lR^4\omega^2\mu_0^2H_0^2}{16}\,\sigma_0
\left[1-\frac{11q^2}{384}+O(q^4)\right],
$$
so that $P\propto n$ to leading order.

(b) When the skin is thin, $R\gg\delta$,
$$
P=\frac{\pi RlH_0^2}{\sigma_0\delta}
\left[1-\frac{\delta}{2R}+O\!\left(\frac{\delta^2}{R^2}\right)\right],
$$
so that $P\propto n^{-1/2}$ to leading order.

### Proof of part (a): penetrating fields

Put $s=\zeta^2$. The series for the Bessel functions give
$$
\zeta I_1=\frac s2\left(1+\frac s8+\frac{s^2}{192}+\frac{s^3}{9216}+\cdots\right),
$$
$$
I_0=1+\frac s4+\frac{s^2}{64}+\frac{s^3}{2304}+\cdots .
$$
Write $F=(s/2)(1+as+bs^2+cs^3+\cdots)$ and require $FI_0=\zeta I_1$. Equal powers of $s$ give
$$
a+\frac14=\frac18,\qquad
b+\frac a4+\frac1{64}=\frac1{192},
$$
$$
c+\frac b4+\frac a{64}+\frac1{2304}=\frac1{9216}.
$$
Hence $a=-1/8$, $b=1/48$ and $c=-11/3072$, so that
$$
F=\frac s2-\frac{s^2}{16}+\frac{s^3}{96}-\frac{11s^4}{6144}+\cdots .
$$
For $s=iq$, odd powers are imaginary and even powers real. Since $s^2=-q^2$ and $s^4=q^4$,
$$
\mathrm{Re}\,F=\frac{q^2}{16}-\frac{11q^4}{6144}+O(q^6)
=\frac{q^2}{16}\left[1-\frac{11q^2}{384}+O(q^4)\right].
$$
Multiplying by $\pi lH_0^2/\sigma_0$ and using $q^2/\sigma_0=\omega^2\mu_0^2\sigma_0R^4$ proves (a). ∎

The leading term has a direct meaning. If $H=H_0$ throughout the plasma, Faraday's law integrates to $E=-i\omega\mu_0H_0r/2$. This field doesn't depend on density, so each added electron at a given radius absorbs as much as those already there.

### Proof of part (b): thin skin

The function $I_0$ has the integral form
$$
I_0(\zeta)=\frac1\pi\int_0^\pi e^{\zeta\cos\theta}\,d\theta ,
$$
as expanding the exponential and integrating the even powers of $\cos\theta$ confirms. Put $t=1-\cos\theta$, for which $dt=\sqrt{t(2-t)}\,d\theta$:
$$
I_0=\frac{e^\zeta}{\pi}\int_0^2\frac{e^{-\zeta t}}{\sqrt{t(2-t)}}\,dt .
$$
Differentiating the first form with respect to $\zeta$ inserts $\cos\theta=1-t$ and gives $I_1$. When $\mathrm{Re}\,\zeta$ is large, small $t$ dominates, and the far end contributes an exponentially small amount. There
$$
\frac1{\sqrt{2-t}}=\frac1{\sqrt2}\left(1+\frac t4+\cdots\right).
$$
The required integrals are $\int_0^\infty t^{-1/2}e^{-\zeta t}dt=\sqrt{\pi/\zeta}$ and $\int_0^\infty t^{1/2}e^{-\zeta t}dt=\sqrt{\pi/\zeta}/(2\zeta)$. A factor $t$ therefore contributes $1/(2\zeta)$ relative to the leading term. For $I_1$ the bracket is $(1-t)(1+t/4)=1-3t/4+\cdots$. Thus
$$
I_0\simeq\frac{e^\zeta}{\sqrt{2\pi\zeta}}\left(1+\frac1{8\zeta}\right),
\quad
I_1\simeq\frac{e^\zeta}{\sqrt{2\pi\zeta}}\left(1-\frac3{8\zeta}\right),
$$
and division gives
$$
F(\zeta)=\zeta-\frac12+O(1/\zeta).
$$
In the resistive case $\zeta=\sqrt{iq}=(1+i)\sqrt{q/2}=(1+i)x$. Its real part is large when $x$ is large, as required. Hence
$$
P=\frac{\pi lH_0^2}{\sigma_0}\left[x-\frac12+O(1/x)\right].
$$
Taking out $x=R/\delta$ proves (b). Since $\delta\propto\sigma_0^{-1/2}$, the product $\sigma_0\delta$ is proportional to $\sigma_0^{1/2}$, and $P\propto n^{-1/2}$. ∎

To see the meaning, let $y$ be the distance inward from the wall. In a thin skin $H=H_0e^{-(1+i)y/\delta}$, and the current density has magnitude $|J|=(\sqrt2H_0/\delta)e^{-y/\delta}$. The heating per unit wall area is
$$
\frac1{2\sigma_0}\int_0^\infty|J|^2dy
=\frac{H_0^2}{\sigma_0\delta^2}\cdot\frac\delta2
=\frac{H_0^2}{2\sigma_0\delta}.
$$
Multiplication by the wall area $2\pi Rl$ recovers the leading term. The integrated current per unit length has magnitude $H_0$ at any density in this limit. Raising $n$ makes the layer more conductive but also thinner. The first effect wins by a factor $n^{1/2}$.

### The passage between the limits

The local exponent $p=d\ln P/d\ln n$ shows how closely a limit has been reached. With inertia left out, (a) gives $p=1-11q^2/192+O(q^4)$, because $q\propto n$. From (b), $P$ is proportional to $(x-\tfrac12)/n$, with $x\propto n^{1/2}$, so
$$
p=-1+\frac{x/2}{x-1/2}+O(1/x^2)
=-\frac12+\frac{\delta}{4R}+O\!\left(\frac{\delta^2}{R^2}\right).
$$
The remainder in $F$ may be differentiated because it is analytic in a sector around the ray used; Cauchy's formula on a circle of radius proportional to $|\zeta|$ bounds its derivative. The approach to $-1/2$ is slow, since the correction falls only as $1/x$.

The field equation was also solved on a radial grid and the Joule heat summed over the volume. For real conductivity this gave $p=0.99999$ at $R/\delta=0.0707$ and $p=-0.49496$ at $R/\delta=50$. The formula above gives $-0.495$ for the second case.

The two leading laws cross where $q^2/16=x$. With $q=2x^2$ this becomes $x^3=4$, or $R/\delta=4^{1/3}\approx1.59$. Maximizing the full resistive expression numerically puts the greatest power at $R/\delta\approx1.78$. Neither limiting law is accurate there.

### Corollary: finite electron inertia

*At fixed $w=\omega/\nu$, both exponents remain unchanged. The linear law is multiplied by $1/(1+w^2)$ and the thin-skin law by $\sqrt{\sqrt{1+w^2}-w}$.*

**Proof.** At low density the first term, $s/(2\sigma)=i\omega\mu_0R^2/2$, is imaginary. The second contributes $\omega^2\mu_0^2R^4\,\mathrm{Re}(\sigma)/16$, and $\mathrm{Re}\,\sigma=\sigma_0/(1+w^2)$. At high density the leading term is
$$
\frac{\zeta}{\sigma}=R\sqrt{\frac{i\omega\mu_0}{\sigma}}
=R\sqrt{\frac{\omega\mu_0}{\sigma_0}}\sqrt{i-w}.
$$
The real part of $\sqrt{i-w}$ is $\sqrt{(\sqrt{1+w^2}-w)/2}$. Dividing by its value at $w=0$ gives the stated factor. ∎

This corollary keeps the local response of A4. That assumption can fail at low pressure, where electrons may cross the skin layer before colliding.

### Proposition: a density that vanishes at the wall

*If $\sigma_0=\alpha y$ near the wall, with $\alpha\propto n$, and the skin layer is thin enough for this form to hold across it, then $P\propto n^{-1/3}$.*

**Proof.** For a layer much thinner than $R$, curvature can be dropped, and the field equation becomes
$$
\frac{d}{dy}\left(\frac1{\alpha y}\frac{dH}{dy}\right)=i\omega\mu_0H .
$$
Set $y=L\eta$ and $H=H_0h(\eta)$, with $L=(\omega\mu_0\alpha)^{-1/3}$. The equation becomes $(h'/\eta)'=ih$, which contains no density. The heating per unit area is
$$
\frac12\int_0^\infty\frac{|dH/dy|^2}{\alpha y}dy
=\frac{H_0^2}{2\alpha L^2}\int_0^\infty\frac{|h'|^2}{\eta}d\eta .
$$
The last integral is a fixed number, and $\alpha L^2\propto\alpha^{1/3}$. ∎

For a parabolic density that vanishes at the wall, with $q=10^6$ based on the mean density, the grid solution gave $p=-0.331$. Uniformity across the skin is therefore a condition for the exponent $-1/2$. If the edge density is nonzero, $-1/2$ returns once the skin is much thinner than the distance over which density changes near the wall.

### Worked example

Take round parameters: frequency 13.56 MHz, $R=10$ cm, $l=40$ cm, $N=8$ and $I=5$ A. Then $H_0=8\times5/40=1$ A/cm. A gas at 0.5 Torr and 600 K has density $8.05\times10^{15}$ cm$^{-3}$. An assumed momentum-transfer rate coefficient of $10^{-7}$ cm$^3$/s gives $\nu=8.05\times10^8$ s$^{-1}$ and $w=0.106$.

At $n=10^{12}$ cm$^{-3}$, $\sigma_0=0.350$ S/cm and $\delta=2.31$ cm. The thin-skin law gives
$$
P=\frac{\pi(10)(40)(1)^2}{(0.350)(2.31)}\ \text{W}\approx1.55\ \text{kW}.
$$
The full expression, including inertia, gives 1.29 kW. Results at the same current are:

| $n$ (cm$^{-3}$) | $R/\delta$ | $P$ (W) | $p$ |
|---|---:|---:|---:|
| $10^9$ | 0.137 | 31.1 | 0.999 |
| $10^{10}$ | 0.433 | 307 | 0.979 |
| $10^{11}$ | 1.37 | 2053 | 0.413 |
| $10^{12}$ | 4.33 | 1288 | −0.425 |
| $10^{13}$ | 13.7 | 448 | −0.480 |

The maximum is 2.30 kW at $1.72\times10^{11}$ cm$^{-3}$. For these five densities, the grid and Bessel powers differ by at most $3.0\times10^{-6}$ of the Bessel value.

At $10^{13}$ cm$^{-3}$ the uncorrected thin-skin law gives 491 W. Inertia multiplies this by 0.949, giving 466 W. The curvature term subtracts $491\times0.730/(2\times10)\approx18$ W, leaving 448 W.

### Comparison with a real source

The example lies in the rough regime of an inductive photoresist-strip source: a pressure near 1 Torr, a frequency of 13.56 MHz and a power of order 1 kW. The density $10^{13}$ cm$^{-3}$ is included to display the thin-skin limit. Real plasmas break the assumption of uniform density. For a parabolic profile with an assumed edge-to-centre ratio of 0.10 and the same mean density, power changes by a factor 0.73 at $10^9$ cm$^{-3}$ and 1.51 at $10^{13}$ cm$^{-3}$. The exponent at the higher density becomes −0.35 instead of −0.48. A fitted exponent near −1/3 would therefore not by itself contradict the local resistive model.

The coil is also short. For a coil radius equal to $R$ and without plasma, its mean-square axial field on the axis is 0.62 of $H_0^2$, which suggests a reduction of roughly 30 to 40% in the penetrating limit. This is an estimate, since it uses the axis field for the whole cross-section. For the same coil radius, the long-coil estimate of the peak voltage is 2.7 kV without plasma, which is why the model needs the electrostatic shield. The eight turns would also take about 5 m of wire, close to a quarter of the 22 m free-space wavelength. In a real coil of this shape the current could therefore vary along the winding, whereas the model takes it as uniform.

The other effects estimated here are smaller. They don't include any variation of $\nu$ with electron energy or position. For an assumed electron temperature of 2 eV, Coulomb collisions add 12% to $\nu$ on average at $10^{13}$ cm$^{-3}$. Simply adding this rate to $\nu$ raises the power by about 6%; keeping the $v^{-3}$ speed dependence of electron-ion scattering lowers the rise to between 4 and 5%. If Coulomb collisions dominated, $\nu$ would grow nearly as $n$, $\sigma_0$ would nearly stop rising, and the inverse-root law would fail. Thermal motion across the skin makes the response slightly nonlocal. As a measure of its size, it lowers the conductivity for a sinusoidal field of wavenumber $\sqrt2/\delta$ by about 1.9% at that density. The oscillating magnetic force is about 0.03 of the collisional friction, and displacement current within the plasma changes the power by less than 0.03% at the five densities. Displacement current outside the coil matters more, since it shifts the surface field away from $H_0$: for an infinite sheet of radius $R$ in free space the power changes by about 0.3% at the lowest density. The remaining values are in the numerical output.

## Computed values

```
frequency = 13.56 MHz; omega = 8.5200e+07 rad/s
gas pressure = 0.50 Torr; gas temperature = 600 K
rate coefficient = 1.0e-07 cm3/s
gas density = 8.047e+15 cm^-3
collision frequency nu = 8.047e+08 1/s; omega/nu = 0.1059
electron temperature = 2.0 eV
plasma radius = 10.0 cm; length = 40.0 cm
turns = 8; peak current = 5.0 A; H0 = 1.000 A/cm
Uniform plasma: full power, then the two resistive limiting laws
n=1e+09 cm^-3: sigma0=3.502e-04 S/cm, delta=73.037 cm, R/delta=0.137
  P=31.14 W, linear law=31.53 W, thin law=49132.96 W, exponent=0.9986
n=1e+10 cm^-3: sigma0=3.502e-03 S/cm, delta=23.096 cm, R/delta=0.433
  P=306.55 W, linear law=315.27 W, thin law=15537.21 W, exponent=0.9793
n=1e+11 cm^-3: sigma0=3.502e-02 S/cm, delta=7.304 cm, R/delta=1.369
  P=2053.05 W, linear law=3152.70 W, thin law=4913.30 W, exponent=0.4133
n=1e+12 cm^-3: sigma0=3.502e-01 S/cm, delta=2.310 cm, R/delta=4.330
  P=1287.97 W, linear law=31526.95 W, thin law=1553.72 W, exponent=-0.4253
n=1e+13 cm^-3: sigma0=3.502e+00 S/cm, delta=0.730 cm, R/delta=13.692
  P=447.91 W, linear law=315269.55 W, thin law=491.33 W, exponent=-0.4795
limiting laws cross at R/delta = 1.5874
resistive maximum at R/delta = 1.7784
example maximum: n = 1.720e+11 cm^-3, P = 2298.8 W
inertia factors: linear 0.9889, thin 0.9485
largest grid/Bessel relative difference = 3.0e-06
grid exponent at R/delta = 0.0707: 0.99999
grid exponent at R/delta = 50: -0.49496
grid exponent, zero edge density, thin layer: -0.3313
Parabolic density, edge/centre = 0.10, same mean density:
  n=1e+09 cm^-3: power/uniform=0.7274, exponent=0.9988
  n=1e+11 cm^-3: power/uniform=0.7678, exponent=0.4876
  n=1e+12 cm^-3: power/uniform=1.0744, exponent=-0.2604
  n=1e+13 cm^-3: power/uniform=1.5111, exponent=-0.3515
Other neglected effects:
finite coil, empty: axis field/H0 at centre = 0.8944
finite coil, empty: mean square axis field/H0^2 = 0.6236
n=1e+12 cm^-3: Coulomb/neutral collisions=0.0136, power change=0.66 %
  nonlocal conductivity loss = 0.202 %
n=1e+13 cm^-3: Coulomb/neutral collisions=0.1218, power change=6.29 %
  nonlocal conductivity loss = 1.923 %
largest displacement-current power change = 0.0269 %
RF cyclotron frequency/nu = 0.0275
wall electric field, penetrating limit = 5.353 V/cm
peak drift speed/thermal speed sqrt(Te/m) = 0.1962
empty-coil peak voltage, long-coil estimate = 2.691 kV
```
